Monte Carlo separation of silicon monoxide on a bond lattice

Suppose a silicon monoxide interlayer is treated as a uniform alloy, with properties halfway between those of silicon and silica. If partly oxidised silicon costs enough energy compared with the thermal energy, that state is unstable at the anneal temperature, and the calculation describes a material that the energy function itself rejects. A simulation of the model can go wrong in two ways. Updating neighbouring bonds together, with energy changes that do not add, biases the averages. Starting cold can leave the two phases interwoven, so that the long-wave composition contrast stays weak although the pure phases have already formed. What follows derives the separated state, a valid parallel Metropolis update, and estimates of the errors that remain.

**The model and its energy zero**

Place N silicon atoms on a periodic diamond lattice. Each atom has four bonds and each bond joins two atoms, so there are 2N bonds. Bond b is bare (n_b = 0) or carries a bridging oxygen (n_b = 1). Let k_i be the number of oxidised bonds of atom i. The algebra uses atomic units with k_B = 1, so that T is an energy. The model energy is

E = Σ_i D(k_i), D₀ = D₄ = 0, D₁, D₂, D₃ > 0.

The penalties are heights above a straight line. If the energy per atom is first given as ε_k, define

D_k = ε_k − [(4 − k)ε₀ + kε₄]/4.

The subtracted term has the form A + Bk. Each oxygen is counted by two atoms, so Σ_i k_i = 2N_O, and the subtraction removes AN + 2BN_O in total. This is a constant at fixed composition and cannot affect the sampling. Monoxide has N_O = N, half of the bonds.

Positive heights are what matters. If D₂ were negative, one could oxidise two of the four bond directions throughout the lattice. Every atom would then have k = 2 and the energy would be ND₂ < 0, below that of separated silicon and silica.

**Why the ground state separates**

A bond between a k = 0 atom and a k = 4 atom would have to be both bare and oxidised. Pure silicon and pure silica therefore cannot touch without partly oxidised atoms between them. Since the lattice is connected, zero energy requires all atoms to have k = 0 or all to have k = 4. Enumeration of all states of the 16-bond cell finds just these two. Monoxide must pay for an interface.

A trial slab bounds the price. Let the box have L cubic cells along each edge and lattice constant a, so N = 8L³. Oxidise half of the bond layers normal to [001]. Each of the two interfaces is an atomic plane of 2L² atoms with k = 2. Hence

E_slab = 2(2L²)D₂ = 4L²D₂,
E_slab/N = D₂/(2L),
γ₀₀₁ = 2L²D₂/(L²a²) = 2D₂/a².

A (111) interface can cut the single bonds between double layers. The silica side then ends in atoms with k = 3, and the atoms across the cut have k = 0. There are 4/(√3 a²) such end atoms per area, so

γ₁₁₁ = 4D₃/(√3 a²).

Neither slab is claimed to be the lowest state. The (001) slab is enough for an upper bound.

Let c be the fraction of atoms with k = 1, 2 or 3, and D_min the smallest positive penalty. Every such atom costs at least D_min, so cD_min ≤ E/N. The ground state lies no higher than the slab, which gives

c ≤ D₂/(2L D_min) at T → 0.

The partly oxidised fraction falls at least as fast as 1/L. Oxygen conservation then fixes the amounts of the two phases. With P_k the fraction of atoms having k oxidised bonds, Σ_k kP_k = 2, so

P₄ = (2 − P₁ − 2P₂ − 3P₃)/4.

The last three terms sum to at least c and at most 3c, so P₄ lies between 1/2 − 3c/4 and 1/2 − c/4. As c vanishes, half of the atoms are silica and the other half silicon.

A small c also forces the pure regions to be large. From every atom draw a path of R bonds that alternates between the same two bond directions. Each step maps the set of atoms one-to-one onto itself, so as the starting atom runs over the lattice, each of the R + 1 positions visits every atom once. The chance that a given position is partly oxidised is c. The chance that at least one is cannot exceed the sum:

P(path meets a partly oxidised atom) ≤ (R + 1)c.

If the path meets none, its neighbouring atoms are pure and share bonds, so both ends lie in the same phase. With c of order 1/L, this holds for nearly all starting points when R is a small fraction of L. The domains grow with the box, which is macroscopic separation. The limit T → 0 is taken first, at fixed L, where the canonical distribution concentrates on the ground states.

**What temperature does to the bound**

The partition function Z contains the slab as one term, so Z ≥ exp(−E_slab/T) and F = −T ln Z ≤ E_slab. The entropy cannot exceed the logarithm of the number of states, S ≤ ln C(2N,N), where C(m,k) is the binomial coefficient. Since the mean energy is F + TS,

⟨E⟩/N ≤ E_slab/N + (T/N) ln C(2N,N).

Dividing by D_min bounds the mean c. The last term is close to 2T ln 2 for large N and does not shrink with L. The bound therefore proves separation as T → 0 but not at a fixed positive temperature. There the evidence is the simulation.

**A parallel update with detailed balance**

The diamond lattice has two sublattices, A and B, and every bond joins an A atom to a B atom. One step proceeds as follows.

1. Each A atom picks one of its four bonds at random.
2. Where several picked bonds meet at one B atom, one is kept by a rule that ignores the oxygen positions. The kept bonds share no atom.
3. The kept bonds are shuffled and paired; an odd one is left out.
4. For each pair with unlike occupations, the exchange of the oxygen is accepted with probability min(1, exp(−ΔE/T)).

An exchange changes k on the four atoms at the ends of its two bonds. No other pair touches these atoms, so ΔE_j of pair j does not depend on what the other pairs do, and the total change is Σ_j ΔE_j. For a fixed pairing M, the transition probability is a product over pairs. Each accepted exchange contributes

min(1, exp(−ΔE_j/T)) / min(1, exp(ΔE_j/T)) = exp(−ΔE_j/T)

to the ratio of forward to reverse probabilities. A rejected exchange contributes the same factor in both directions, since that pair is unchanged. Multiplication gives

P_M(s→s′)/P_M(s′→s) = exp{−[E(s′) − E(s)]/T}.

This is detailed balance for each M. As M is drawn without looking at s, averaging over M preserves it. If two exchanges shared an atom, their energy changes would not add in general, because D_k is not linear in k, and the product would no longer give the correct ratio.

Detailed balance makes the canonical distribution stationary. Convergence to it also requires that every state can be reached. Any two bonds without a common atom can be drawn as a pair, and oxygen can pass between bonds that do share an atom by way of a third bond. It is therefore enough that a single exchange can occur alone. This is possible when the number of kept bonds is odd: with the chosen pair set aside, one of the other bonds can be left out so that the rest pair like with like and change nothing. An odd number can always be drawn, because moving one pick from a B atom that another A atom also picks to a B atom that no other A atom picks changes the number by one.

Enumeration of a small cell tests the program. For the 12870 half-filled states of the 16-bond cell at 4000 K, the mean energy is 2.6632 eV. The simulation gives 2.6582 ± 0.0098 eV, a difference of about half a standard error.

That error comes from cutting 30000 successive energies into 30 blocks and dividing the standard deviation of the block means by √30. Blocks are needed because successive states are correlated; treating each step as independent would understate the error. The method is sound when a block is much longer than the correlation time.

**Where to begin cooling**

A tree approximation, which ignores closed rings of bonds, estimates where the uniform mixture becomes unstable. Let μ be the oxygen chemical potential, z = exp(μ/T) and w_k = exp(−D_k/T). Consider one bond and the atom at one end of it. Let x be the relative weight, oxidised to bare, that each of the atom's three other bonds brings with it. Summing over the number j of these that are oxidised gives the atom's own preference for oxygen on the chosen bond:

f(x) = Σ_j C(3,j) x^j w_(j+1) / Σ_j C(3,j) x^j w_j, j = 0…3.

The numerator has one more oxidised bond than the denominator. In a uniform tree, x is the weight z of the oxygen times the preference f of the atom at the far end, so

x = z f(x), μ = T ln[x/f(x)], P_k ∝ C(4,k) x^k w_k.

The filling is p = ⟨k⟩/4. Differentiating P_k with respect to ln x multiplies it by k − ⟨k⟩, so dp/d ln x = Var(k)/4. With s = d ln f/d ln x, the expression for μ gives dμ/d ln x = T(1 − s), and therefore

dμ/dp = 4T(1 − s)/Var(k).

The free energy per bond has slope μ and curvature dμ/dp. Where the curvature is negative, splitting into slightly richer and poorer regions lowers the free energy, so the uniform state loses stability at s = 1. At high temperature all w_k → 1, f → 1 and s → 0. At low temperature and half filling x → 1; the term j = 3 dominates the numerator and j = 0 the denominator, so s → 3. The value s = 1 must be crossed in between.

**Residual solubility**

At low but finite temperature neither phase is perfectly pure. One oxygen in silicon creates two k = 1 atoms and costs 2D₁. One missing oxygen in silica creates two k = 3 atoms and costs 2D₃. Write q₁ = exp(−2D₁/T) and q₃ = exp(−2D₃/T). For independent defects the grand potentials per bond are

Ω(silicon) = −T q₁ exp(μ/T),
Ω(silica) = −μ − T q₃ exp(−μ/T).

Setting them equal gives μ ≈ T(q₁ − q₃), which is much smaller than T. The factors exp(±μ/T) may then be replaced by one at leading order. The oxidised fraction of silicon bonds is q₁ and the vacant fraction of silica bonds is q₃. The laws fail when defects are dense enough to meet often.

**Worked example: an anneal at 1200 K**

Take rough typical penalties D₁ = 0.50, D₂ = 0.50 and D₃ = 0.25 eV, with a = 5.43 Å and L = 6. The box edge is 32.58 Å and N = 1728. At 1200 K the thermal energy is 0.1034 eV.

In a random mixture the P_k are 1/16, 4/16, 6/16, 4/16 and 1/16. The energy per silicon atom is (4×0.50 + 6×0.50 + 4×0.25)/16 = 0.375 eV, and c = 14/16 = 0.875. The slab has 4×36×0.50 = 72 eV, or 0.0417 eV per atom. The interface energies are

γ₀₀₁ = 0.0339 eV/Å² (0.543 J/m²),
γ₁₁₁ = 0.0196 eV/Å² (0.314 J/m²).

The (111) interface is cheaper per area, but in a cubic box it is √3 times larger. Two of them cost 8L²D₃ = 72 eV, the same as the (001) pair because D₂ = 2D₃ here. This compares flat interfaces only. Measured in units of one layer of single bonds, the box holds 4L units, and monoxide needs 2L of them oxidised. A (111) slab of m double layers with k = 3 ends holds 3m + (m − 1) = 4m − 1 units, which is odd and so never equals 2L. At exact monoxide composition this (111) pair therefore also needs steps or other defects, which the count omits. A flat slab with k = 3 atoms at one end and k = 1 atoms at the other does fit the composition, but it costs 4L²(D₁ + D₃) = 108 eV.

The tree puts the stability limit near 3160 K. This is the limit against small changes of composition; two-phase coexistence in the tree begins somewhat higher, near 3290 K at half filling. Cooling began well above both, at 5000 K, from a random mixture. Each temperature had 3500 steps, of which the first 1500 were discarded. The composition order is the largest value of |Σ_b (n_b − 1/2) exp(iq·r_b)|²/N² among the waves q with at most one period along each box edge, where r_b is the midpoint of bond b. It is 0.408 for a sharp slab and near zero for a mixture.

T = 5000 K: energy 0.292 eV per Si, c = 0.72, order 0.003
T = 3000 K: energy 0.208 eV per Si, c = 0.55, order 0.026
T = 2000 K: energy 0.093 eV per Si, c = 0.27, order 0.19
T = 1200 K: energy 0.049 eV per Si, c = 0.16, order 0.27

At 5000 K the tree energy, 0.2915 eV, differs from the simulated 0.2918 eV by 0.1 per cent, so rings matter little there. The order rises gradually below the tree limit. This one small box does not locate a sharp transition temperature.

In the final state the largest silicon domain holds 0.446 of all atoms and the largest silica domain 0.389. Partly oxidised atoms make up 0.164. These add to 0.999, so nearly every pure atom belongs to one of two connected domains. Connectedness alone does not show compact domains, since two interwoven networks can each be connected; the composition order is the sharper measure. For paths of two bonds, 0.340 of the starting points fail to have both ends in one pure phase, below the bound 3c = 0.491. The entropy bound on the energy at 1200 K, 0.185 eV, also holds but is loose. It allows c up to 0.74 at 1200 K and 0.31 at 300 K.

In a control with D₂ = −0.50 eV, L = 4 and 2000 K, 93 per cent of atoms have k = 2 and the order is 0.0003. That mixture does not separate.

**Errors of sampling and size**

A second run at 1200 K started from the (001) slab. Its energy is 0.0489 eV per atom, against 0.0491 eV after cooling, a difference of 0.4 per cent. Other quantities agree less well: c is 0.142 against 0.158, and the order 0.37 against 0.27. The mean cost per partly oxidised atom is 0.0489/0.142 = 0.34 eV in the slab run and 0.0491/0.158 = 0.31 eV in the cooled one. The cooled state thus has more, but cheaper, interface atoms, with a larger share of k = 3. The two runs have not sampled the same interface shapes. The close energies do not prove equilibrium, because with D₂ = 2D₃ different shapes can cost nearly the same. The difference between the runs suggests that c is uncertain by about a tenth of its value and the order by more. Continuing a slab start several times longer leaves the energy at 0.049 eV but moves c to about 0.145 and the order to about 0.35, so the last digits quoted for these short runs are not converged.

Box size was tested with slab starts at the same temperature and number of steps. The fraction c is 0.204 for L = 4 and 0.142 for L = 6, a ratio of 1.44, where pure interface scaling gives 6/4 = 1.5. Vacancies in the silica add a part that does not scale with the interface and so lower the ratio. A separate simulation of silica at μ = 0 finds 0.032 of its atoms partly oxidised, and silica fills half of the box. Subtracting 0.016 from both values gives 0.188/0.126 = 1.49. Since c is uncertain by about a tenth, this is consistent with interface scaling but is not a precise test of it.

That simulation also finds a vacancy fraction of 0.0081, compared with 0.0080 from the tree and 0.0079 from q₃. For oxygen in silicon, q₁ = 6.3×10⁻⁵ while the tree gives 6.7×10⁻⁵, 5 per cent more. Most of this comes from neighbouring oxygens. A pair sharing an atom costs 2D₁ + D₂ = 1.50 eV instead of 2.00 eV, and each bond has six neighbours. The relative correction is 6q₁[exp(0.50/0.1034) − 1] ≈ 0.05.

**The real interlayer**

With the bulk part removed, the slab run has about 10 partly oxidised atoms per nm² of interface, or 1.5 atomic (001) planes. The lattice holds 50 silicon atoms per nm³, so in a film 1 nm thick a single such interface would involve about a fifth of the atoms. In a film this thin, "separated" means a structure with a substantial transition region, not two bulk phases. Real monoxide films do decompose into silicon and silica on annealing at roughly the temperature used here, while films deposited cold can stay finely mixed.

The model contains no kinetics: exchanges act over any distance and their number is not a time. With a rough hop barrier of 2.5 eV and an attempt rate of 10¹³ s⁻¹, an oxygen hop takes about 10⁸ s at 600 K and 3 ms at 1200 K. Under these assumptions the mixture is frozen at the lower temperature and mobile at the higher one.

Real films also break the assumption of a fixed lattice. Using a rough silica density of 2.2 g/cm³, the volume per silicon atom is about 20.0 Å³ in silicon and 45.4 Å³ in silica. If monoxide has the mean of the two, 32.7 Å³, the regions that become silica grow by about 12.7 Å³ per silicon atom, and those that become silicon shrink by as much. The free-energy gain over a random mixture, before interface cost, is g = 0.375 − 2(0.1034) ln 2 = 0.232 eV per atom. If an unrelaxed volume strain δ remains in the silica, which contains half of the atoms, the elastic cost per atom is Kδ²V/4, with K the bulk modulus and V the silica volume per silicon. Equating this to g gives

δ = √[4g/(KV)] = 0.29 for a rough K of 40 GPa.

Linear elasticity is only a rough guide at such a strain. The strain is measured relative to the silica volume, so it corresponds to about 0.29 × 45 = 13 Å³, roughly the whole growth from monoxide to silica. The strain energy of the silicon regions and the interface cost, both left out here, would lower this limit. So would local order that lowers the free energy of the starting mixture, since g is counted from a fully random one. The estimate therefore shows only that unrelieved misfit could cost as much free energy as separation gains, or more. Viscous flow or a free surface would reduce that cost.

In the tree approximation, an error of 0.1 eV in the penalties does not make the uniform mixture stable at the anneal temperature. Lowering all three by 0.1 eV moves the tree limit from about 3160 to 2420 K, still twice the anneal temperature. Both values lie above the melting point of silicon, roughly 1700 K, so they serve to plan the cooling run and do not predict a transition in the solid. The full set of values is in the numerical output.

Table of computed values

```
penalties k=1,2,3 (eV): 0.5 0.5 0.25
lattice constant 5.43 angstrom; box edge 6 cells = 3.258 nm
Si atoms 1728, bonds 3456, oxygens 1728
kB*T at 1200 K: 0.1034 eV
16-bond cell: zero-energy states 2, half-filled 12870
  mean energy at 4000 K, enumeration: 2.6632 eV
  mean energy, Monte Carlo: 2.6582 +- 0.0098 eV
(001) slab energy: 72.00 eV, per Si 0.0417 eV
gamma(001): 0.0339 eV/angstrom^2 = 0.543 J/m^2
gamma(111): 0.0196 eV/angstrom^2 = 0.314 J/m^2
random mixture: energy per Si 0.3750 eV, c 0.8750
tree stability limit of uniform monoxide: 3161 K
tree energy per Si at 5000 K: 0.2915 eV
cooling run: T (K), energy per Si (eV), c, order
   5000  0.2918  0.7239  0.0032
   4000  0.2646  0.6704  0.0052
   3400  0.2387  0.6179  0.0086
   3000  0.2080  0.5517  0.0259
   2800  0.1834  0.4964  0.0392
   2600  0.1535  0.4281  0.0689
   2400  0.1290  0.3686  0.0960
   2000  0.0926  0.2741  0.1915
   1600  0.0648  0.2009  0.2470
   1200  0.0491  0.1581  0.2674
order of a sharp slab: 0.4076
final state: largest Si domain 0.446, silica 0.389 of atoms
final c 0.1638; two-bond path not in one phase 0.3397
  path bound 3c: 0.4913
entropy bound at 300 K: energy 0.0774 eV, c 0.310
entropy bound at 1200 K: energy 0.1848 eV, c 0.739
slab start, 1200 K: energy per Si 0.0489 eV, order 0.3741
  fractions k=0..4: 0.4479 0.0128 0.0405 0.0888 0.4099
  c for L=4: 0.2042, for L=6: 0.1421, ratio 1.436
  partly oxidised Si per interface: 10.28 nm^-2
  one (001) atomic plane: 6.78 nm^-2
control, k=2 penalty -0.5 eV, 2000 K: k=2 fraction 0.9301, order 0.0003
O on Si bonds, 1200 K: law 6.312e-05, tree 6.652e-05
vacancies on silica bonds: law 0.00794, tree 0.00804, MC 0.00811
  partly oxidised fraction in bulk silica: 0.0318
rough hop barrier 2.5 eV, attempt rate 1e+13 1/s
  hop time at 600 K 9.98e+07 s, at 1200 K 3.16e-03 s
rough silica density 2.2 g/cm^3, bulk modulus 40 GPa
volume per Si: silicon 20.01, silica 45.35 angstrom^3
  volume ratio 2.266
free energy gain over random mixture, 1200 K: 0.2316 eV per Si
  unrelaxed volume strain that cancels it: 0.286
stability limit, all penalties 0.1 eV lower: 2416 K
stability limit / rough Si melting point 1690 K: 1.87
```
